# Flat Fermi Level, Bending Vacuum Level in a Metal–Semiconductor Junction

Q: When I draw a metal–semiconductor junction, I begin with one horizontal line across the page: the vacuum level. From it I hang the metal's work function on the left and the semiconductor's electron affinity on the right. An electron at rest in vacuum has one energy, so the line must be flat. What could be wrong with that?

A: Let us see where your drawing puts the Fermi levels. I shall plot electron energies upward and take $q>0$, so an electron has charge $-q$. The metal's work function $W_M$ is the distance from its Fermi level up to the vacuum level just outside it. The semiconductor's affinity $\chi$ is the distance from its conduction-band edge $E_C$ up to its vacuum level. What is its work function?

Q: I need the distance from $E_F$ to $E_C$ as well. That depends on the doping.

A: Take a uniform n-type semiconductor with fully ionised donors, density $N_D$, and negligible holes. If the electrons are nondegenerate, their density is
$$n=N_C\,e^{-(E_C-E_F)/kT},$$
where $N_C$ is the effective density of states. In the neutral bulk $n=N_D$. Taking the logarithm gives $E_C-E_F=kT\ln(N_C/N_D)$, so
$$W_S=\chi+kT\ln\frac{N_C}{N_D}.$$

For numbers, use round model parameters: $W_M=4.60$ eV, $\chi=4.00$ eV, $N_D=10^{22}\ \mathrm{m^{-3}}$, relative permittivity 12, the free-electron mass, and 300 K. Then $kT=0.02585$ eV and $N_C=2.509\times10^{25}\ \mathrm{m^{-3}}$, which give
$$W_S=4.00+0.02585\,\ln(2509)=4.2024\ \text{eV}.$$
With a common flat vacuum level, the semiconductor's Fermi level lies above the metal's by
$$W_M-W_S=4.60-4.2024=0.3976\ \text{eV},$$
or $6.371\times10^{-20}$ J.

Q: So my drawing has a step in the Fermi level. Why can't the junction stay like that?

A: Count the electrons crossing the interface in each direction. Suppose that every electron reaching the interface with enough energy crosses it. On the semiconductor side, the one-way flux per unit density is the average of the velocity over the half of the Maxwell distribution moving toward the metal:
$$v=\int_0^\infty u\,\sqrt{\frac{m}{2\pi kT}}\;e^{-mu^2/2kT}\,du
=\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=\sqrt{\frac{kT}{2\pi m}}.$$
In your drawing the semiconductor is neutral right up to the interface, so the outgoing flux is $vN_D$.

Electrons coming from the metal must pass the barrier $\Phi_B=W_M-\chi=0.60$ eV. There are $2\,d^3p/h^3$ states per unit volume, and $(p_x/m)\,dp_x=dE_x$. Since $\Phi_B\gg kT$, the Boltzmann tail of the Fermi function suffices:
$$\text{flux}=\frac{2}{h^3}\int_{\Phi_B}^{\infty}\!e^{-E_x/kT}dE_x\int_0^\infty\! e^{-p^2/2mkT}\,2\pi p\,dp
=\frac{2}{h^3}\,(kT\,e^{-\Phi_B/kT})(2\pi mkT).$$
With $N_C=2(2\pi mkT)^{3/2}/h^3$, the product $vN_C$ is $2(2\pi mkT)(kT)/h^3$. The flux from the metal is therefore $vN_Ce^{-\Phi_B/kT}$. I have used one mass on both sides. If the semiconductor's effective mass is the smaller, momentum along the interface must be conserved in the crossing; the result keeps this form, with the semiconductor's mass in $v$ and $N_C$.

Q: Then $v$ cancels in the ratio.

A: It does. Write $N_D=N_Ce^{-(W_S-\chi)/kT}$ and divide:
$$\frac{\text{out of semiconductor}}{\text{out of metal}}
=\frac{e^{-(W_S-\chi)/kT}}{e^{-(W_M-\chi)/kT}}=e^{(W_M-W_S)/kT}.$$
The two electron current densities are $4.310\times10^{7}$ and $9.005\ \mathrm{A/m^2}$, a ratio of $4.786\times10^{6}$. Your diagram shows the two bodies at the moment they are allowed to exchange electrons. It is a legitimate starting state, but it is far from equilibrium.

Q: Electrons leave the semiconductor, then. But why should the flow stop when the Fermi level is flat, rather than under some other condition?

A: Write the current inside the semiconductor as drift plus diffusion. Let $\phi$ be the macroscopic electrostatic potential, averaged over atomic distances. The field is $-d\phi/dx$, and $x$ runs from the interface into the semiconductor. With mobility $\mu$ and diffusivity $D$, the electric current density is
$$J=-q\mu n\frac{d\phi}{dx}+qD\frac{dn}{dx}.$$
The diffusion term is positive because electrons diffuse toward lower $n$ and carry negative charge. The Einstein relation $D=\mu kT/q$ turns this into
$$J=\mu n\left(-q\frac{d\phi}{dx}+\frac{kT}{n}\frac{dn}{dx}\right).$$

Now find the slope of the Fermi level. Inverting the density formula gives $E_F=E_C+kT\ln(n/N_C)$. An electrostatic potential shifts all electron energies at a given place by $-q\phi$, so in a uniform material $E_C=\text{constant}-q\phi$. Hence
$$\frac{dE_F}{dx}=-q\frac{d\phi}{dx}+\frac{kT}{n}\frac{dn}{dx},
\qquad\text{and so}\qquad J=\mu n\frac{dE_F}{dx}.$$
Since $n>0$, zero current requires $dE_F/dx=0$. It does not require $d\phi/dx=0$: drift and diffusion can cancel while a field is present.

Q: That makes $E_F$ flat inside the semiconductor. What joins it to the metal's Fermi level?

A: The exchange at the interface. Equal fluxes mean $vn(0)=vN_Ce^{-\Phi_B/kT}$. Put the metal's Fermi level at zero, so that $E_C(0)=\Phi_B$. Then
$$E_F(0)=\Phi_B+kT\ln e^{-\Phi_B/kT}=\Phi_B-\Phi_B=0.$$
One Fermi level runs through both materials.

Q: And now the vacuum level has to move?

A: Define the local vacuum level by $E_{\rm vac}(x)=E_C(x)+\chi$. For constant $\chi$ it equals a constant minus $q\phi(x)$. Substitute $E_C=E_F+kT\ln(N_C/n)$:
$$E_{\rm vac}(x)-E_F=\chi+kT\ln\frac{N_C}{n(x)}.$$
With $E_F$ flat, any variation of $n$ bends $E_{\rm vac}$. Here $n$ is small near the interface, where electrons have left, and returns to $N_D$ in the bulk. Thus $E_{\rm vac}$ is high at the interface and low in the bulk.

The total change needs no profile. In the metal $E_{\rm vac}=E_F+W_M$; in the neutral semiconductor bulk $E_{\rm vac}=E_F+W_S$. Subtracting with the same $E_F$,
$$E_{\rm vac}^{\,M}-E_{\rm vac}^{\,S}=W_M-W_S\equiv qV_{\rm bi}.$$
The 0.3976 eV that was a step in the Fermi level has become a fall in the vacuum level.

Q: I still have my original objection. Far from everything, an electron at rest has one energy. How can there be several vacuum levels?

A: That energy at infinity is a single number, and you may draw it flat. It is a different quantity. The local level at $x$ is the energy of an electron at rest just outside a surface of the same material, if one were opened at $x$ without changing the local potential or the surface dipole included in $\chi$. Inside a solid it is a bookkeeping level, useful because $\chi$ and the work functions are measured from it.

You can check that the difference is physical by carrying an electron around a closed path. Suppose the semiconductor's free outer surface has no band bending, so its work function there is $W_S$. Remove an electron from the metal at the Fermi level: this costs $W_M$. Carry it through vacuum to the semiconductor's outer surface, put it in at the Fermi level, which returns $W_S$, and let it go back to the metal through the contact at constant $E_F$. If the vacuum energies just outside the two bodies were equal, the net cost would be $W_M-W_S$. The reverse path would deliver 0.3976 eV per electron on every round trip, from bodies in equilibrium. The trip through vacuum must therefore change the electron's energy by $W_S-W_M$:
$$W_M+(W_S-W_M)-W_S=0.$$

Q: So there is a field outside the bodies too?

A: Yes, since their outer surfaces are at different potentials. If they face each other across a 1 mm gap, the field is about $0.4\ \text{V}/10^{-3}\ \text{m}=400$ V/m. I shall neglect it inside the junction; we can compare it with the field there once we have the profile.

Q: Then let us find the profile. Does $E_{\rm vac}$ fall in a straight line?

A: Poisson's equation decides. The charge density is $q(N_D-n)$, so with permittivity $\varepsilon$
$$\frac{d^2\phi}{dx^2}=-\frac{q}{\varepsilon}(N_D-n),\qquad
\frac{d^2E_{\rm vac}}{dx^2}=\frac{q^2}{\varepsilon}(N_D-n).$$
The second equation is the first multiplied by $-q$. Where electrons are depleted, the curvature is positive: the level falls steeply at first and then flattens.

Let $\psi(x)=[E_{\rm vac}(x)-E_{\rm vac}^{\,S}]/kT$ be the height above the bulk value. Because $E_F$ is flat, $n=N_De^{-\psi}$, and
$$\psi''=\frac{1-e^{-\psi}}{\lambda^2},\qquad \lambda^2=\frac{\varepsilon kT}{q^2N_D}.$$
Multiply by $\psi'$, so that the left side becomes the derivative of $\psi'^2/2$, and integrate from the bulk, where $\psi=\psi'=0$:
$$\frac{\psi'^2}{2}=\frac{\psi+e^{-\psi}-1}{\lambda^2}.$$
If there is no dipole at the interface, $\psi(0)=qV_{\rm bi}/kT=0.3976/0.02585=15.4$. The exponential is then about $2\times10^{-7}$ and can be dropped. Taking the negative root, because the level falls,
$$\psi'(0)=-\frac{1}{\lambda}\sqrt{2\left(\frac{qV_{\rm bi}}{kT}-1\right)}.$$

Q: How does this become a depletion width?

A: Define $W$ as the width of a fully depleted layer holding the same charge per area, $qN_DW$. Gauss's law makes this charge equal to $\varepsilon$ times the field magnitude at the interface, which is $(kT/q)|\psi'(0)|$. Therefore
$$W=\frac{\varepsilon kT}{q^2N_D}|\psi'(0)|=\lambda^2|\psi'(0)|
=\sqrt{\frac{2\varepsilon(V_{\rm bi}-kT/q)}{qN_D}}.$$
In the example $\varepsilon=1.0625\times10^{-10}$ F/m and $qN_D=1602\ \mathrm{C/m^3}$, so
$$W=\sqrt{\frac{2(1.0625\times10^{-10})(0.3718)}{1602}}\ \text{m}=222.1\ \text{nm}.$$
About $N_DW=2.2\times10^{15}$ electrons per square metre have moved to the metal. I treat their charge as a sheet at its surface.

Where $n\ll N_D$, the curvature of $E_{\rm vac}$ is the constant $q^2N_D/\varepsilon$. The initial slope is $-q^2N_DW/\varepsilon$. Integrating twice gives
$$E_{\rm vac}(x)=E_{\rm vac}(0^+)-\frac{q^2N_D}{\varepsilon}\left(Wx-\frac{x^2}{2}\right).$$
The coefficient is $1.508\times10^{-5}\ \mathrm{eV/nm^2}$. At 100 nm the fall is $1.508\times10^{-5}(22210-5000)=0.2595$ eV, so $E_{\rm vac}=4.3405$ eV.

Q: At $x=W$ your parabola falls by $q^2N_DW^2/2\varepsilon$. That is $qV_{\rm bi}-kT$, not $qV_{\rm bi}$.

A: The missing $kT$ is real bending. Near the depletion edge $n$ is no longer negligible, so the curvature is smaller than the parabola assumes. The true level drops below the parabola and approaches the bulk value gradually, over a tail with length scale $\lambda$. From $W=\lambda\sqrt{2(15.38-1)}$, $\lambda$ is about 41 nm. A semiconductor 600 nm thick leaves some nine such lengths beyond $W$, enough to form a neutral bulk.

Q: You put a flat Fermi level into that calculation. Would the junction find this state by itself?

A: That can be tested by starting from your drawing. The numerical evolution begins with flat vacuum levels and a neutral semiconductor. It then applies drift, diffusion, Poisson's equation and the two interface fluxes, without imposing a flat $E_F$. At the far end of the semiconductor it gives:

| Time (s) | $E_F$ above metal (eV) | Fall of $E_{\rm vac}$ (eV) |
|---|---|---|
| 0 | 0.3976 | 0.0000 |
| $10^{-12}$ | 0.3891 | 0.0085 |
| $10^{-10}$ | 0.2749 | 0.1227 |
| $10^{-8}$ | 0.1411 | 0.2565 |
| $10^{-6}$ | 0.0228 | 0.3748 |
| $10^{-3}$ | 0.0010 | 0.3966 |

The last two columns add up to 0.3976 eV in each row. The far end stays neutral with $n=N_D$, so its Fermi level stays a fixed distance $W_S$ below its vacuum level, and the two sink together. The intermediate rows are accurate only to a few meV, because the evolution uses finite steps in space and time. Do not read the times as device switching times. The mobility is held constant even at the large early currents, and the drift–diffusion equation assumes that electron velocities adjust at once. With the mobility of $0.1\ \mathrm{m^2/(V\,s)}$ used here, that adjustment takes about $\mu m/q=0.6$ ps, so the row at $10^{-12}$ s shows what the model does, not what a real junction would do. The final state is what matters here.

Q: But the last row still has 0.0010 eV left. Is the Fermi level not quite flat?

A: That remainder comes from the grid. Let $d$ be the potential step between neighbouring points in units of $kT/q$. Zero current in the central-difference equation reads $n_{i+1}-n_i=\tfrac12(n_{i+1}+n_i)d$, which gives
$$\ln\frac{n_{i+1}}{n_i}=\ln\frac{1+d/2}{1-d/2}=d+\frac{d^3}{12}+\cdots$$
A flat Fermi level would require $d$ alone. The false contribution per interval scales as the cube of the spacing, while the number of intervals scales as its inverse, so the total scales as the square. The spread of $E_F$ is 4.197 meV on a 4 nm grid and 1.046 meV on a 2 nm grid, a ratio of 4.01. It shrinks as a discretisation error should.

With that error in mind, here is the final state, with the metal's Fermi level at zero:

| $x$ (nm) | $E_{\rm vac}$ (eV) | $E_C$ (eV) | $E_F$ (eV) |
|---|---|---|---|
| 0 | 4.600 | 0.600 | 0.000 |
| 100 | 4.341 | 0.341 | 0.001 |
| 200 | 4.228 | 0.228 | 0.001 |
| 600 | 4.203 | 0.203 | 0.001 |

The evolved charge corresponds to a width of 221.7 nm, against 222.1 nm from the formula. At 100 nm the evolved level and the parabola differ by 0.5 meV, within the grid error. At the interface $E_{\rm vac}$ falls by 3.344 meV per nanometre, a field of $3.3\times10^6$ V/m. The 400 V/m across the outer gap is smaller by a factor of roughly 8000, which justifies neglecting it. The model also leaves out the image attraction of an electron to the metal. In this field $\mathcal{E}$ it would lower the top of the barrier by $q\sqrt{q\mathcal{E}/4\pi\varepsilon}\approx20$ meV and roughly double both equilibrium fluxes, while leaving the flat $E_F$ and the total fall unchanged.

Q: Then what becomes of the Schottky–Mott rule? It tells me to align the vacuum levels, and you used $\Phi_B=W_M-\chi$ yourself.

A: The rule concerns one place. It says that $E_{\rm vac}$ is continuous at the interface: $E_{\rm vac}(0^-)=E_{\rm vac}(0^+)$. On the metal side the level is $W_M$ above $E_F$; on the semiconductor side $E_C$ lies $\chi$ below it. The barrier $W_M-\chi$ follows. Nothing in this says that the level remains horizontal as you move into the semiconductor.

Even continuity at the interface is an assumption. Charge rearranged over atomic distances can form a dipole layer, which appears on our scale as an abrupt step.

Q: If there is such a step, does the total fall change?

A: No. Let the dipole lower $E_{\rm vac}$ by $\Delta$ on entering the semiconductor, and treat $\Delta$ as fixed. Then $E_{\rm vac}(0^+)=E_F+W_M-\Delta$. The barrier is this height less $\chi$:
$$\Phi_B=W_M-\chi-\Delta.$$
The bulk level is still $E_F+W_S$, so the smooth bending is $W_M-W_S-\Delta$. Adding the step restores the total:
$$\Delta+(W_M-W_S-\Delta)=W_M-W_S.$$
For $\Delta=0.10$ eV the barrier drops from 0.60 to 0.50 eV, and the expected bending is 0.2976 eV. The evolution gives 0.2971 eV, and 0.3971 eV for step plus bending. Both are 0.5 meV below the formulas, again within the grid error.

So the equilibrium condition fixes the total change between the bulks. It does not fix the barrier, for which you need to know $\Delta$.

Q: Could I choose the dipole so that my flat line is right after all?

A: Choose $\Delta=W_M-W_S$ and the smooth bending vanishes. The line is then flat within the semiconductor, but the whole 0.3976 eV appears as a step at the interface. If instead $W_M=W_S$ and $\Delta\neq0$, the step is undone by bending in the opposite direction. For a line flat throughout you need both $W_M=W_S$ and $\Delta=0$.

Q: What if the metal has the smaller work function?

A: Without a dipole, $E_{\rm vac}$ then rises from the interface into the semiconductor. Electrons accumulate near the metal instead of leaving, so the formulas for $W$ and the parabola do not apply. If the accumulation is strong, the nondegenerate density formula fails as well. The relation between the two bulk levels survives, because it used the definitions of the work functions and a common $E_F$.

It does need a neutral bulk. In a film thinner than the depletion layer, with no field at its back surface, there is no place where $E_{\rm vac}-E_F$ has reached $W_S$, and the fall within the film is smaller. If the back carries a second contact, that contact sets the level there instead, and the fall is the difference between the values imposed at the two faces. In a semiconductor of graded composition $\chi$ varies with position, so $E_C$ and $E_{\rm vac}$ no longer run parallel.

Q: So on my new drawing the horizontal line is $E_F$. I mark $W_M$ above it in the metal and $W_S$ above it deep in the semiconductor, and join the two vacuum levels by a curve, with a step if there is a dipole. $E_C$ follows $\chi$ below that curve. Does the same drawing serve under an applied voltage?

A: The horizontal $E_F$ must go, since a bias holds the two bulk Fermi levels apart. The work functions still fix the vacuum level in each neutral bulk, relative to its own Fermi level:
$$E_{\rm vac}^{\,M}-E_{\rm vac}^{\,S}=(W_M-W_S)-(E_F^{\,S}-E_F^{\,M}).$$
Forward bias raises the semiconductor's Fermi level, so it reduces the fall. If the bias could hold $E_F^{\,S}-E_F^{\,M}$ at 0.3976 eV, the two bulk vacuum levels would be equal. With no dipole and no voltage lost along the semiconductor, the line between them would be flat too. That is your original drawing, and a source has to keep supplying current to maintain it. It is an idealisation: with the mobility of $0.1\ \mathrm{m^2/(V\,s)}$ used in the evolution, driving the starting current of $4.3\times10^7\ \mathrm{A/m^2}$ through 600 nm of neutral semiconductor would itself take about 0.16 V. The numerical output gives its starting currents and its relaxation once nothing maintains it.

## Computed values

```
INPUTS
temperature = 300 K, kT = 0.02585 eV
metal work function W_M = 4.60 eV
electron affinity chi = 4.00 eV
donor density N_D = 1.0e+22 m^-3
relative permittivity = 12
mobility = 0.10 m^2/(V s)
semiconductor thickness = 600 nm
DERIVED FROM FORMULAS
effective density of states N_C = 2.509e+25 m^-3
bulk E_C - E_F = 0.2024 eV
semiconductor work function W_S = 4.2024 eV
W_M - W_S = 0.3976 eV = 6.371e-20 J
Schottky-Mott barrier W_M - chi = 0.60 eV
depletion width, formula = 222.1 nm
FLAT VACUUM LEVELS (START)
electron current density into metal = 4.310e+07 A/m^2
electron current density from metal = 9.005e+00 A/m^2
ratio = 4.786e+06
EVOLUTION: time | far-end E_F minus metal E_F | fall of E_vac
0e+00 s | 0.3976 eV | 0.0000 eV
1e-12 s | 0.3891 eV | 0.0085 eV
1e-10 s | 0.2749 eV | 0.1227 eV
1e-08 s | 0.1411 eV | 0.2565 eV
1e-06 s | 0.0228 eV | 0.3748 eV
1e-03 s | 0.0010 eV | 0.3966 eV
FINAL STATE: depth | E_vac | E_C | E_F (metal E_F = 0)
  0 nm | 4.6000 eV | 0.6000 eV | -0.0000 eV
 50 nm | 4.4517 eV | 0.4517 eV | 0.0007 eV
100 nm | 4.3410 eV | 0.3410 eV | 0.0009 eV
150 nm | 4.2677 eV | 0.2677 eV | 0.0010 eV
200 nm | 4.2281 eV | 0.2281 eV | 0.0010 eV
300 nm | 4.2060 eV | 0.2060 eV | 0.0010 eV
600 nm | 4.2034 eV | 0.2034 eV | 0.0010 eV
total fall of E_vac, evolved = 0.3966 eV
spread of E_F, 2 nm grid = 1.046 meV
spread of E_F, 4 nm grid = 4.197 meV
depletion width, evolved = 221.7 nm
slope of E_vac at interface = 3.344 meV/nm downward
parabola: E_vac at 50 nm = 4.4514 eV
parabola: E_vac at 100 nm = 4.3405 eV
WITH INTERFACE DIPOLE
abrupt fall of E_vac at interface = 0.10 eV
barrier W_M - chi - dipole = 0.50 eV
smooth bending, evolved = 0.2971 eV
step plus bending, evolved = 0.3971 eV
```
